The Damage-Weighted Recoil Spectrum for Rutherford Collisions, part 1

(Sections cited here and not found follow in the second part.)

## 1. The question

A proton of 1 MeV enters a thin layer of gallium oxide. From time to time it passes close to a nucleus and sets that atom in motion. Most of the atoms struck hard enough to leave their sites receive a few tens of electronvolts. A few receive thousands. An atom of the first kind leaves perhaps one vacancy and one interstitial. An atom of the second kind strikes further atoms, which strike others in turn, and a whole group of defects is left behind.

Two beams can therefore displace the same number of atoms and leave very different damage, one as scattered single defects and the other as crowded groups. To tell them apart we need to know which recoils do the damage. Counting recoils does not answer this, because a rare recoil may do as much as many common ones. Each recoil has to be weighted by the damage that follows from it.

The quantity we want is W(T), the fraction of all damage that is due to recoils of energy T or less. For Coulomb collisions, and damage proportional to recoil energy, it is a ratio of two logarithms. We derive it from the motion of the two particles and then ask how far it can be trusted.

## 2. What is counted, and under which assumptions

The ion has mass m, charge number Z₁ and kinetic energy E. The struck atom has mass M and nuclear charge number Z, and is at rest before the collision. The symbol e² stands for the square of the elementary charge divided by 4πε₀, so that e²/r is an energy.

An atom set in motion directly by the ion is a primary recoil, and T is the energy it receives. Everything that follows from its motion, including the displacements made by atoms that it strikes, is credited to this primary recoil. Thus W(T) sorts damage by the energy of the recoil that began it, not by the energies of the later atoms in the cascade.

The model rests on these assumptions:

- The layer is so thin that E is the same throughout it.
- The ion meets one atom at a time, and all impact positions around an atom are equally likely. Steering of the ion by rows of atoms is left out.
- The collision is elastic, classical and non-relativistic, and the force is the bare Coulomb repulsion between the nuclei.
- A recoil with T below a threshold Td leaves no lasting damage.
- A recoil with T ≥ Td leaves damage D(T) = cT, where c does not depend on T.

The last assumption says that lasting damage has a fixed price in energy: twice the recoil energy buys twice the defects. It is an approximation, and the second half replaces it by others. There is one atomic species for now.

## 3. The energy handed to the struck atom

Let v be the speed of the ion, so that E = ½mv². The centre of mass moves with speed

V = mv/(m + M).

In the frame that moves with the centre of mass, the struck atom first has velocity −V along the beam direction. The total momentum in this frame is zero before and after, so the two momenta stay equal and opposite. The kinetic energy long after the collision equals that long before it, because the collision is elastic and the potential vanishes at large distance. With equal and opposite momenta, the same kinetic energy means the same speeds. The collision can do no more than turn both velocities through some angle θ.

After the collision the atom's velocity in this frame is therefore

(−V cosθ, −V sinθ).

Returning to the laboratory adds V to the first component:

(V(1 − cosθ), −V sinθ).

The square of the atom's speed is

V²[(1 − cosθ)² + sin²θ] = V²(2 − 2cosθ) = 4V² sin²(θ/2),

where cos²θ + sin²θ = 1 was used first and 1 − cosθ = 2 sin²(θ/2) second. The recoil energy is half of M times this:

T = 2MV² sin²(θ/2) = [2Mm²v²/(m + M)²] sin²(θ/2).

Since mv² = 2E, this becomes

T = Tmax sin²(θ/2), Tmax = 4mM E/(m + M)².

The largest transfer occurs at θ = π, when the ion hits head-on. Equal masses give Tmax = E. For a light ion on a heavy atom, m ≪ M, the ratio Tmax/E is about 4m/M, so a proton can pass on little of its energy to gallium.

## 4. The Coulomb orbit

We now need θ as a function of the impact parameter b, the distance by which the ion would miss the nucleus if there were no force. The relative motion is that of one particle of reduced mass μ = mM/(m + M) and initial speed v. Its energy is

E_c = ½μv² = E M/(m + M).

Its angular momentum is μvb, which fixes the rate of turning of the line between the particles:

dφ/dt = vb/r².

Conservation of energy reads

E_c = ½μ(dr/dt)² + E_c b²/r² + Z₁Z e²/r.

The middle term is the energy of turning, ½μr²(dφ/dt)² = ½μv²b²/r². Divide by E_c and define

d = Z₁Z e²/E_c = Z₁Z e²(1 + m/M)/E.

Then

(dr/dt)² = v²(1 − d/r − b²/r²).

For b = 0 the radial motion stops at r = d, so d is the distance of closest approach in a head-on collision.

On the way in, r falls. Let Φ be the angle turned between infinite distance and the turning point. Dividing dφ/dt by the size of dr/dt and writing u = 1/r, so that |dr|/r² = du, gives

Φ = ∫ b du/√(1 − du − b²u²), from u = 0 to the turning point.

In the root, du is the product of the length d and the variable u; in front of the root, du is the differential. To avoid confusion we complete the square and change the variable. With q = bu + d/(2b),

1 − d·u − b²u² = A² − q², A² = 1 + d²/(4b²).

Expanding q² confirms this: q² = b²u² + d·u + d²/(4b²). The differential of q is b times that of u. At u = 0 we have q = d/(2b), and at the turning point the root vanishes, so q = A. Hence

Φ = ∫ dq/√(A² − q²) = π/2 − arcsin[d/(2bA)], from q = d/(2b) to q = A.

The way out mirrors the way in, so the line between the particles turns through 2Φ in all. Without a force it would turn through π. The difference is the deflection:

θ = π − 2Φ = 2 arcsin[d/(2bA)].

Therefore

sin²(θ/2) = d²/(4b²A²) = d²/(4b² + d²) = 1/[1 + (2b/d)²],

and the recoil energy becomes

T = Tmax/[1 + (2b/d)²].

For b ≪ d the transfer is close to Tmax. For b ≫ d it falls as 1/b²: a distant ion gives a sideways push proportional to 1/b, and energy goes as the square of momentum.

## 5. The cross section for each recoil energy

T falls steadily as b grows. All collisions with energy transfer above T therefore lie inside a disk of radius b(T). Solving the last formula for b² gives

b² = (d²/4)(Tmax/T − 1),

and the area of the disk is the cross section for transfers above T:

σ(>T) = (πd²/4)(Tmax/T − 1).

The cross section for transfers between T and T + dT is the area lost from the disk when T is raised by dT. This is minus the derivative, so that it comes out positive:

dσ/dT = K/T², K = πd²Tmax/4, for T ≤ Tmax.

Putting in d and Tmax,

K = (π/4) · [Z₁²Z²e⁴(m + M)²/(M²E²)] · [4mM E/(m + M)²] = π(Z₁Z e²)² m/(M E).

The factors (m + M)² cancel, as do the factor 4 and one power each of M and E. K has the dimension of energy times area.

The form 1/T² reflects the geometry of distant encounters. Weak pushes come from large b, where there is more area, and the total area outside a given b has no limit. The number of recoils would grow without bound as T → 0. The threshold removes this trouble here, because transfers below Td leave no damage.

## 6. Weighting by damage

The damage made by recoils up to energy T is the sum of D over the cross section, starting at the threshold. Its share of the whole is, by definition,

W(T) = ∫ D(T′)(dσ/dT′) dT′ [Td to T] / ∫ D(T′)(dσ/dT′) dT′ [Td to Tmax].

With D = cT′ the integrand is

cT′ · K/T′² = cK/T′.

One power of energy in the damage cancels one of the two powers in the cross section. The integral of 1/T′ is a logarithm, so the numerator is cK ln(T/Td) and the denominator is cK ln(Tmax/Td). The factor cK is common to both and drops out:

**W(T) = ln(T/Td)/ln(Tmax/Td), for Td ≤ T ≤ Tmax.**

Below Td, W = 0; above Tmax, W = 1. The formula requires Tmax > Td, for otherwise the beam displaces nothing.

## 7. What the formula says

Write L = ln(Tmax/Td). The slope of W against ln T is 1/L, the same at every energy between the limits. Equal ratios of recoil energy carry equal damage: recoils from 100 eV to 1 keV do as much as recoils from 1 keV to 10 keV, if both ranges lie inside the limits. Each full factor of ten carries the share ln10/L.

The damage median, the energy at which W = ½, follows from ln(T/Td) = L/2:

T_half = √(Td·Tmax).

It is the geometric mean of the limits.

The charges Z₁ and Z have gone. In this model they change how much damage is made, through K, but not how it is shared among recoil energies. The masses and E enter W through Tmax. This holds while the bare Coulomb force is a fair description; a slow heavy ion, whose nucleus stays well screened by electrons during the collision, is outside the model.

Two limits help to fix the meaning. If Tmax is only slightly above Td, both logarithms can be expanded with ln(1 + x) ≈ x, and W ≈ (T − Td)/(Tmax − Td), a straight line in T. If Tmax grows at fixed T and Td, then W(T) falls towards zero, but slowly, as 1/ln Tmax.

## 8. The number spectrum for comparison

Counting each recoil above threshold once means setting D = 1. The integral of K/T′² from Td to T is K(1/Td − 1/T), so the fraction of recoils with energy up to T is

N(T) = (1/Td − 1/T)/(1/Td − 1/Tmax).

Setting N = ½ gives 1/T = ½(1/Td + 1/Tmax), so the median by number is

T_num = 2Td·Tmax/(Td + Tmax).

For Tmax ≫ Td this is close to 2Td: half of all displaced primaries have less than twice the threshold energy, however energetic the beam.

The displacement cross section is the whole area for T ≥ Td, σ_d = K(1/Td − 1/Tmax). The energy received by such recoils, summed over the cross section, is KL. Their mean energy is the quotient,

T_mean = L/(1/Td − 1/Tmax).

## 9. Gallium recoils from 1 MeV protons

Take m = 1.0073 u, M = 69.723 u and E = 1000 keV. For gallium in the oxide we use Td = 25 eV, a rough value. Then

Tmax = 4 × 1.0073 × 69.723/(70.730)² × 1000 keV = 56.15 keV,

L = ln(56150/25) = 7.717.

The head-on distance is d = 45.28 fm. With 1 barn = 100 fm², d² is 20.50 barn, and

K = (π/4) × 20.50 barn × 56150 eV = 9.04 × 10⁵ eV barn.

The displacement cross section is K(1/25 − 1/56150)/eV = 3.62 × 10⁴ barn, and the energy-weighted one is KL = 6.98 × 10⁶ eV barn. Their quotient is a mean recoil energy of 193 eV.

The two medians lie far apart. By number it is 50 eV. By damage it is

T_half = √(25 × 56150) eV = 1185 eV.

At T = 1 keV,

W = ln40/7.717 = 0.478, N = (0.04 − 0.001)/0.03998 = 0.975.

So 2.5 % of the displaced primaries lie above 1 keV, and in this model they do 52 % of the damage. At 100 eV, W = 0.180 and N = 0.750. At 10 keV, W = 0.776 and N = 0.998. Each full decade carries 0.298 of the damage.

The chain from orbit to logarithm can be tested without using the formula for T(b). The orbit integral was evaluated numerically for many impact parameters, the recoil energies were taken from the velocity vectors, and the areas were summed with weight T. The result at 100 eV, 1 keV and 10 keV was 0.1796, 0.4780 and 0.7764, equal to the formula in all printed digits.

## 10. A contrast: hard spheres

The logarithm belongs to the Coulomb force, not to damage in general. Suppose instead that scattering is isotropic in the centre-of-mass frame, as for classical hard spheres. Equal intervals of cosθ are then equally likely. Since T = Tmax(1 − cosθ)/2, equal intervals of T are equally likely too, and dσ/dT is constant. With D = cT the integrals of T′ give

W = (T² − Td²)/(Tmax² − Td²).

Its median is √[(Td² + Tmax²)/2]. With Td and Tmax held at the values above, this is 39.7 keV, against 1.185 keV for the Coulomb force. The same damage law and energy limits thus give medians that differ by a factor of more than thirty. The difference comes from the many distant, gentle encounters that a long-range force provides.

# Second half: how the result changes in a real solid

## 11. Symbols and results carried over

An ion of mass m and energy E strikes an atom of mass M and charge number Z. The primary recoil energy is T, with greatest value Tmax = 4mM E/(m + M)². Damage begins at Td, and L = ln(Tmax/Td). The Rutherford cross section is dσ/dT = K/T², with K = π(Z₁Z e²)² m/(M E). If damage is proportional to T, its share from recoils up to T is W = ln(T/Td)/L, with median T_half = √(Td·Tmax).

For gallium recoils from 1 MeV protons, Td = 25 eV, Tmax = 56.15 keV, L = 7.717 and T_half = 1185 eV. We now change one assumption at a time, with the others held fixed, and follow the median.

## 12. Which way the median moves

Let the damage of one recoil be D(T) = cT h(T), where h measures the departure from proportionality. With dσ/dT = K/T², the damage in an interval of y = ln T is

D (dσ/dT) dT = cK h dT/T = cK h dy.

The simple law has h = 1, so damage is spread evenly over y, and T_half lies in the middle of the range. Suppose that h never rises with T. Everywhere below T_half it is then at least h(T_half), and everywhere above it is at most h(T_half). The two halves of the range have the same length L/2, so the lower half holds at least as much damage as the upper. The new median cannot lie above T_half. If h never falls with T, the same argument shows that the median cannot lie below T_half.

This settles the sign of the next three corrections before any number is found.

For Coulomb collisions and damage proportional to recoil energy, W(T) is a ratio of two logarithms, and we know which way the median moves if damage per unit of recoil energy steadily rises or falls with T. It remains to find the size of the corrections in a real solid and to see how far the simple law can be trusted.

Numbers in the example were calculated in double precision.
